Half-pairing temperature of two neutral substitutional impurities in silicon

**Problem**

A silicon crystal contains two different neutral substitutional impurities, A and B, each at a total density c = 1×10¹⁶ cm⁻³. An A atom and a B atom on nearest-neighbour sites are bound by E = 1 eV relative to the same two atoms far apart. At what temperature are half of the A atoms, and therefore half of the B atoms, paired in thermal equilibrium? How sharp is the change from paired to unpaired, and could an ordinary anneal reach this equilibrium?

The model has five assumptions.

- The impurities are dilute and their total numbers are fixed.
- E is a positive energy independent of temperature, and binding does not change the vibrational entropy.
- Only A and B attract, only as nearest neighbours, and a pair binds no third impurity.
- Both species stay neutral.
- The atoms have had time to reach equilibrium.

The density of lattice sites follows from the cubic cell, which has edge a₀ = 0.5431 nm and holds eight atoms:

N = 8/a₀³ = 4.994×10²² cm⁻³.

Each site has Z = 4 nearest neighbours.

**First estimate by scaling**

Without binding, each neighbour site of an A atom holds a B atom with probability c/N. The chance that A has a B neighbour is then about Zc/N = 8.0×10⁻⁷. Binding multiplies the weight of such an arrangement by exp(E/kT), where k is Boltzmann's constant. The paired and unpaired states of A should become comparable when the product is of order one:

(Zc/N) exp(E/kT) ≈ 1.

Taking the logarithm gives

T_est = E / [k ln(N/(Zc))] = 827 K.

The energy 1 eV is thus set against a thermal energy about fourteen times smaller. The factor of fourteen is the logarithm of N/(Zc), the number of lattice sites for each site next to a B atom: pairs break up far below E/k because separation gains so much configurational entropy.

This estimate treats the supply of free B atoms as fixed at c. In the actual problem, pairing uses up B atoms as well as A atoms.

**Solution of the dilute model**

*Counting the arrangements.* Take N_s lattice sites with M atoms of each species, and let P be the number of pairs. A pair can be placed in ZN_s ways: A takes any site and B takes one of its Z neighbours. Each of the M − P single A atoms has N_s possible sites, and so has each single B atom. Atoms of one species are identical, and so are the pairs, so we divide by the factorials:

W(P) = (ZN_s)^P N_s^(2(M−P)) / {P! [(M−P)!]²}.

This neglects collisions between objects that want the same or adjacent sites, an error whose effect on the paired fraction vanishes in the dilute limit.

Adding one pair contributes a factor ZN_s, removes two factors N_s, and changes the factorials. Hence

W(P+1)/W(P) = Z(M−P)² / [(P+1)N_s].

For two atoms of each species, N_s times this ratio should be 16 for P = 0 and 2 for P = 1. Exact enumeration on a periodic diamond lattice of 1000 sites gives 16.113 and 2.014. Extrapolation to infinite size, using also a lattice of 216 sites, gives 15.996 and 2.000, which supports both the factor Z and the factorials.

*Mass action.* Each pair lowers the energy by E, so the statistical weight of P pairs is W(P) exp(PE/kT). The most probable P is where adding one more pair leaves the weight unchanged:

Z(M−P)² exp(E/kT) / [(P+1)N_s] = 1.

For a large crystal P + 1 may be replaced by P. Let x = P/M be the paired fraction, and use M/N_s = c/N. Then

(Zc/N) exp(E/kT) (1−x)²/x = 1.

With the definition

κ = (Zc/N) exp(E/kT),

this becomes

x/(1−x)² = κ.

The square is present because a new pair needs a free A and a free B, and both have been depleted by the factor 1 − x.

*The paired fraction.* Multiplying out gives

κx² − (2κ+1)x + κ = 0.

The discriminant is (2κ+1)² − 4κ² = 4κ + 1. The product of the two roots is one, so the physical root is the smaller:

x = [2κ + 1 − √(4κ+1)]/(2κ).

Multiplying numerator and denominator by 2κ + 1 + √(4κ+1) turns the numerator into (2κ+1)² − (4κ+1) = 4κ², so that

x = 2κ / [2κ + 1 + √(4κ+1)].

At high temperature, where κ ≪ 1, this gives x ≈ κ: few partners have been used up. At low temperature, where κ ≫ 1, the relation (1−x)² = x/κ gives 1 − x ≈ 1/√κ.

*Half pairing.* Setting x = 1/2 gives

κ = (1/2)/(1/2)² = 2.

Therefore exp(E/kT_half) = 2N/(Zc), and

T_half = E / [k ln(2N/(Zc))].

The argument of the logarithm is

2N/(Zc) = 2(4.994×10²²)/(4×10¹⁶) = 2.497×10⁶,

whose logarithm is 14.731. With k = 8.61733×10⁻⁵ eV/K,

T_half = 1/(8.61733×10⁻⁵ × 14.731) K = 788 K, or about 515 °C.

The step from the most probable P to the average can be tested by summing over every possible number of pairs. For 4000 atoms of each species at the same density, the average paired fraction passes one half at 787.8 K, the same as the formula to the digits shown.

*Width of the change.* Differentiate ln κ = ln x − 2 ln(1−x):

d(ln κ)/dx = 1/x + 2/(1−x),

which equals 2 + 4 = 6 at x = 1/2. The definition of κ gives d(ln κ)/dT = −E/(kT²). Dividing d(ln κ)/dT by d(ln κ)/dx gives

dx/dT = −E/(6kT_half²) = −0.0031 K⁻¹.

The paired fraction falls by about 0.31 percentage points per kelvin at half pairing. Ninety per cent pairing requires κ = 0.9/0.1² = 90 and occurs at 626 K. Ten per cent pairing requires κ = 0.1/0.9² = 0.123 and occurs at 971 K. The change is gradual, spread over some 345 K, and in this model, which allows no clusters beyond pairs, it is not a phase transition.

**Comparison of the estimate and the solution**

The scaling estimate lies 39 K above the solution, or about 5% of T_half. The condition κ ≈ 1 has been replaced by κ = 2, which adds ln 2 to the logarithm. At κ = 1 the paired fraction is 2/(3+√5) = 0.38, so the estimate does not reach half pairing.

A second case shows when the estimate becomes correct. Let the total densities be c_A and c_B, with c_A ≤ c_B, and let x be the paired fraction of A. The free densities are c_A(1−x) and c_B − xc_A, and the pair density is xc_A. The same mass-action law gives

x/(1−x) = (Z/N)(c_B − xc_A) exp(E/kT).

At x = 1/2,

T_half = E / {k ln[N/(Z(c_B − c_A/2))]}.

Equal densities restore the previous result. If c_A ≪ c_B, with c_B held at 1×10¹⁶ cm⁻³, the supply of B is hardly depleted and T_half tends to 827 K, the scaling estimate.

The neighbour number matters too. Leaving out Z, while keeping the depletion, would give 720 K.

**How firmly the number is fixed**

At fixed c, T_half is proportional to E: binding energies of 0.9 and 1.1 eV give 709 and 867 K. At fixed E, the density enters through the logarithm: 1×10¹⁵ and 1×10¹⁷ cm⁻³ of each species give 681 and 934 K.

If binding changes the vibrational entropy by sk, the pair weight gains a factor exp(s), and the condition κ exp(s) = 2 gives

T_half = E / {k[ln(2N/(Zc)) − s]}.

For s = +1 this is 845 K, and for s = −1 it is 738 K. An unknown entropy of this size therefore matters far more than the last digit of 788 K.

Other trial corrections are smaller:

- Each site has 12 second neighbours. If they bound a partner by 0.2 eV, there would be 2.3×10⁻⁵ such pairs for each nearest-neighbour pair.
- Thermal expansion lowers N and c by the same factor, because the numbers of atoms are fixed, so c/N and T_half do not change. If instead 1×10¹⁶ cm⁻³ were the density in the hot crystal, only N would need correcting, and a rough linear expansion coefficient of 4×10⁻⁶ K⁻¹ would raise T_half by 0.3 K.
- If one unpaired species could ionize at a cost of 0.2 eV, with the Fermi level fixed and no degeneracy factor, the free state would gain weight and T_half would fall by 2.7 K. This shift is small only because the cost is about 3kT: a cost of 0.1 eV gives 11 K, zero cost doubles the free weight and gives 35 K, and a level that favours ionization gives much more.

The exclusion of larger clusters is a stronger condition. A B atom has 4×3/2 = 6 ways to hold two A neighbours. Let a be the free density of either species, K = (Z/N) exp(E/kT), and E₃ the energy binding the third atom. Each kind of triplet, A–B–A or B–A–B, has density (6/N²) exp[(E+E₃)/kT] a³. One kind contains two A atoms and the other contains one, so conservation of A, multiplied by K, reads at T_half

u + u² + 3tu³ = 2,

where u = Ka and t = (6/Z²) exp[(E₃−E)/kT]. The right side is Kc = κ = 2, so the free fraction is a/c = u/2. For E₃ = 0.5 eV it is 0.4999, and triplets hardly matter. This does not rule out precipitation. Suppose an extended AB crystal on the lattice had one bond of energy E and three of energy E₃ per AB unit, 2.5 eV in all. The free atoms at T_half, with a/N ≈ 10⁻⁷, would be supersaturated by (a/N)² exp(2.5 eV/kT) ≈ 100, and by this measure the pair state is only metastable once E₃ exceeds about 0.4 eV. For E₃ = 1 eV it drops to 0.398. Clusters of four or more atoms are still left out of that figure, so it shows that the pair model fails and does not replace it.

**Can equilibrium be reached?**

Suppose that a free atom is captured when it diffuses to within one bond length, R = 0.2352 nm, of a partner. In steady state the inward current J is the same through every sphere, so the density of diffusing atoms obeys 4πr²D dn/dr = J, where D is the relative diffusivity, the sum of the diffusivities of A and B. Its solution is n(r) = n∞ − J/(4πDr), with n∞ the density far away. Setting n(R) = 0 gives J = 4πRDn∞, so the capture coefficient is q = 4πRD.

Pairs form at the rate qc(1−x)² per A atom and dissociate at a rate proportional to x. Equilibrium fixes the dissociation coefficient as qc/κ:

dx/dt = qc[(1−x)² − x/κ].

For a small departure δ from equilibrium, the linear terms give

dδ/dt = −qc[2(1−x) + 1/κ]δ.

At half pairing the bracket is 1 + 1/2 = 1.5, and the relaxation time is 1/(1.5qc).

As an example of slow diffusion, take rough values typical of substitutional dopants in silicon, D = (1 cm²/s) exp(−3.5 eV/kT). Such dopants are usually ionized, unlike A and B, so the times below illustrate a slow impurity and do not describe a particular neutral pair. At T_half, D is 4.1×10⁻²³ cm²/s and the relaxation time is about 2×10⁵ years. Relaxation within one hour would need D = 6.3×10⁻¹⁴ cm²/s, some 10⁹ times more. With the same rough diffusivity, one-hour relaxation is reached near 1185 K, where the equilibrium paired fraction is only 1.4%. An ordinary anneal at 788 K would therefore not produce the calculated half pairing in this case.

**The real case**

A density of 10¹⁶ cm⁻³ is in the rough range of residual carbon in silicon crystals, although near 788 K it lies far above the solubility of carbon, so such a solution is itself only metastable against precipitation. The 1 eV binding is a chosen value and is not attributed to a pair of substitutional carbon atoms. For slow substitutional impurities, the assumption of equilibrium fails at this temperature. In the kinetic example above, holding an initially unpaired crystal for an hour near 1185 K and then cooling it quickly would leave a paired fraction near 1%, not one half. Irradiation creates excess vacancies and self-interstitials that can speed up impurity motion, but these defects can also bind to the impurities, and the two-species balance used here then no longer suffices. The 788 K is the temperature at which equilibrium would favour half pairing in this model; it is not a predicted annealing temperature. The numerical output gives the remaining values.

Computed values

```
silicon lattice parameter: 0.5431 nm
site density N: 4.9940e+22 cm^-3
impurity density c, each species: 1.0e+16 cm^-3
binding energy E: 1.00 eV; neighbours Z: 4
Boltzmann constant: 8.61733e-05 eV/K
2N/(Zc): 2.4970e+06; logarithm: 14.731
T_half: 787.8 K = 514.6 deg C
kT at T_half: 0.06789 eV
T_half from canonical sum, 4000 atoms each: 787.8 K
count ratios, 1000 sites: 16.113, 2.014
count ratios, extrapolated: 15.996, 2.000
count ratios, dilute law: 16.000, 2.000
paired fraction at 600 K: 0.9319
paired fraction at 700 K: 0.7559
paired fraction at 800 K: 0.4621
paired fraction at 900 K: 0.2026
paired fraction at 1000 K: 0.0751
paired fraction without binding: 8.01e-07
slope dx/dT at T_half: -0.312 percentage points per K
90% paired at 626.0 K; 10% paired at 971.4 K
slip, Z left out (Z=1): 720.0 K
slip, kappa = 1: 826.7 K
T_half for E = 0.9 eV: 709.0 K
T_half for E = 1.1 eV: 866.6 K
T_half for c = 1e15 cm^-3: 681.3 K
T_half for c = 1e17 cm^-3: 933.7 K
T_half, binding entropy +1 k: 845.2 K
T_half, binding entropy -1 k: 737.7 K
second-neighbour binding tried: 0.2 eV
second- to first-neighbour pair ratio: 2.3e-05
thermal expansion (rough): 4e-06 1/K
shift of T_half by expansion: 0.31 K
ionization cost tried, one species: 0.2 eV
shift of T_half by ionization: -2.7 K
free fraction, third atom bound by 1.0 eV: 0.398
free fraction, third atom bound by 0.5 eV: 0.4999
capture radius (bond length): 0.2352 nm
diffusion, rough: D0 = 1.0 cm^2/s, barrier = 3.5 eV
diffusivity at T_half: 4.1e-23 cm^2/s
relaxation time at T_half: 1.8e+05 years
D needed for 1 h relaxation at T_half: 6.3e-14 cm^2/s
relaxation takes 1 h at: 1185 K
equilibrium paired fraction there: 0.0139
```
